# From CF4 infrared intensity to a Born electron-impact cross section

**Question**

I need an estimate of the cross section for a 1 eV electron to excite the asymmetric stretch of CF4, for a model of an etching plasma. What I have is the infrared band: an integrated intensity of roughly 1200 km/mol, centred near 1300 cm⁻¹. I understand that the intensity gives a transition dipole, and that the dipole goes into a Born formula.

I am stuck on three points. CF4 has no dipole moment, so what does the electron couple to? The mode is triply degenerate, and I cannot tell whether a factor of 3 belongs in the dipole, in the cross section, or in both. And can a Born formula be trusted at an energy as low as 1 eV?

**Answer**

The permanent dipole of CF4 vanishes by symmetry, but the asymmetric stretch distorts the tetrahedron and makes the dipole oscillate. What matters is the matrix element of the dipole operator between the ground state and the singly excited states. Light and a distant electron both couple to it, which is why one measurement can serve for the other.

Define the total squared transition dipole by summing over the three degenerate final states $f$:

$$M^2=\sum_f |\langle f|\boldsymbol\mu|0\rangle|^2 .$$

With this definition the degeneracy is counted once, here, and nowhere later.

**From band intensity to dipole**

Take light of field $E_0\cos\omega t$ polarized along $\boldsymbol\epsilon$. The part of the coupling that causes absorption has amplitude $-E_0\,\boldsymbol\epsilon\cdot\boldsymbol\mu/2$, so the golden rule gives the rate

$$W=\frac{2\pi}{\hbar^2}\,\frac{E_0^2}{4}\sum_f|\langle f|\boldsymbol\epsilon\cdot\boldsymbol\mu|0\rangle|^2\,\delta(\omega-\omega_0).$$

The absorption cross section is the absorbed power $\hbar\omega W$ divided by the light intensity $\varepsilon_0cE_0^2/2$. For randomly oriented molecules the sum over $f$ averages to $M^2/3$, because one of three equivalent directions lies along the field. Hence

$$\sigma_{\rm abs}(\omega)=\frac{\pi\omega M^2}{3\varepsilon_0\hbar c}\,\delta(\omega-\omega_0).$$

The band intensity $S$ per molecule is the integral over wavenumber $w=\omega/(2\pi c)$, so $dw=d\omega/(2\pi c)$. With $\omega_0=2\pi c\,w_0$,

$$S=\frac{1}{2\pi c}\,\frac{\pi(2\pi c\,w_0)M^2}{3\varepsilon_0\hbar c}=\frac{\pi w_0M^2}{3\varepsilon_0\hbar c},
\qquad
M^2=\frac{3\varepsilon_0\hbar c\,S}{\pi w_0}.$$

The 3 in this formula reflects the three directions of space: light polarized along one of them sees one third of $M^2$. In CF4 this is true even for a molecule held fixed, because the three degenerate transition dipoles are equal and mutually perpendicular. For a nondegenerate mode the same 3 comes from averaging over orientation. It therefore stays in the formula whatever the degeneracy, and it does not replace the sum over final states in $M^2$.

Two conventions matter. The intensity must be Napierian, that is, defined through $e^{-\sigma N L}$ for number density $N$ and path $L$; a value based on decimal logarithms must first be multiplied by $\ln 10$. And the measured band contains hot bands, absorption by molecules that are already excited. For a harmonic mode with a dipole linear in the displacement these do no harm: from level $n$ of one component, absorption is proportional to $n+1$ and stimulated emission to $n$, so the net strength is proportional to $(n+1)-n=1$ at any temperature.

Now the numbers. Dividing 1200 km/mol by Avogadro's number gives $S=1.993\times10^{-18}$ m per molecule. With $w_0=1.3\times10^5$ m⁻¹,

$$M^2=\frac{3(8.854\times10^{-12})(1.0546\times10^{-34})(2.998\times10^{8})(1.993\times10^{-18})}{\pi(1.3\times10^{5})}=4.10\times10^{-60}\ {\rm C^2m^2}.$$

Therefore $M=0.61$ D, or $M^2=0.0570$ in atomic units, $(ea_0)^2$. Each single component has a dipole $M/\sqrt3=0.35$ D.

**From dipole to cross section**

I use atomic units from here on. An electron of charge $-1$ at distance $r$ outside the molecule feels the transition potential

$$V(\mathbf r)=-\frac{\boldsymbol\mu_f\cdot\mathbf r}{r^3},\qquad \boldsymbol\mu_f=\langle f|\boldsymbol\mu|0\rangle .$$

The point-dipole model uses this form at all $r$. Let the electron go from wave vector $\mathbf k$ to $\mathbf k'$, with $\mathbf q=\mathbf k-\mathbf k'$. The first Born amplitude is

$$f=-\frac1{2\pi}\int e^{i\mathbf q\cdot\mathbf r}V\,d^3r .$$

Since $\mathbf r/r^3=-\nabla(1/r)$ and the Fourier transform of $1/r$ is $4\pi/q^2$, integration by parts gives $\int e^{i\mathbf q\cdot\mathbf r}\,\mathbf r/r^3\,d^3r=4\pi i\,\mathbf q/q^2$. So $f=2i\,\boldsymbol\mu_f\cdot\mathbf q/q^2$.

Squaring, summing over $f$ and averaging over orientation replaces $|\boldsymbol\mu_f\cdot\mathbf q|^2$ by $M^2q^2/3$. Including the ratio of outgoing to incoming speed,

$$\frac{d\sigma}{d\Omega}=\frac{k'}{k}\,\frac{4M^2}{3q^2},\qquad q^2=k^2+k'^2-2kk'\cos\theta .$$

For the total, differentiate $q^2$ at fixed $k$ and $k'$: $q\,dq=kk'\sin\theta\,d\theta$. Then

$$\sigma=2\pi\,\frac{k'}{k}\,\frac{4M^2}{3}\,\frac1{kk'}\int_{k-k'}^{k+k'}\frac{dq}{q}
=\frac{8\pi}{3}\,\frac{M^2}{k^2}\,\ln\frac{k+k'}{k-k'} .$$

All three final states are already in $M^2$. Multiplying by 3 again would overestimate the cross section threefold; inserting the single-component dipole without the sum would underestimate it threefold.

The vibrational quantum is $\Delta E=hcw_0=0.161$ eV, which leaves the electron with 0.839 eV. From $k^2=2E$ and $k'^2=2(E-\Delta E)$, with energies in hartree, $k=0.2711$ and $k'=0.2483$ bohr⁻¹. Thus

$$\sigma=\frac{8\pi}{3}\,\frac{0.0570}{(0.2711)^2}\,\ln\frac{0.5194}{0.0228}
=\frac{8\pi}{3}\,(0.7755)(3.126)=20.3\ a_0^2 .$$

The Born answer is **$\sigma\approx5.7\times10^{-16}$ cm²**.

**What the logarithm says**

Equal ratios of $q$ contribute equally to $\sigma$. The smallest momentum transfer, $k-k'=0.0228$ bohr⁻¹, corresponds to a length $1/q\approx44$ bohr, far outside the molecule. At $\theta=30^\circ$, $q$ has risen to 0.136 bohr⁻¹, so the share scattered into smaller angles is $\ln(0.136/0.0228)/3.126\approx57\%$. This forward part depends mainly on the long-range dipole.

At the other end, $k+k'=0.519$ bohr⁻¹. Multiplied by a C–F bond length of roughly 1.3 Å (2.46 bohr), this gives 1.3, which is not small. Large-angle scattering therefore probes the interior of the molecule, where a point dipole is a poor description.

Two limits are useful. First write

$$\frac{k+k'}{k-k'}=\frac{(k+k')^2}{k^2-k'^2}=\frac{(k+k')^2}{2\Delta E}.$$

For $E\gg\Delta E$ the numerator tends to $4k^2=8E$, and the logarithm becomes $\ln(4E/\Delta E)$. At 1 eV this gives 3.21 instead of 3.13, an error of about 3%. Within the model, $\sigma$ then falls as $\ln(4E/\Delta E)/E$.

Near threshold $k'\to0$, the logarithm tends to $2k'/k$, and

$$\sigma\to\frac{16\pi}{3}\,\frac{M^2k'}{k^3},$$

which vanishes as $\sqrt{E-\Delta E}$. The electron then leaves mainly as an s wave. Short-range forces can change the shape of that wave near the molecule considerably, even where its phase shift is small, so the magnitude in this limit should not be trusted.

**Can Born be trusted at 1 eV?**

There are two separate questions: whether the transition potential is weak, and whether the electron's wave is close to a free one. Partial waves separate them. Insert

$$e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(kr)Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf k})$$

for both waves. The dipole connects $l$ to $l'=l\pm1$, with radial integral

$$R_{ll'}=\int_0^\infty j_l(kr)\,j_{l'}(k'r)\,dr ,$$

where the volume factor $r^2$ has cancelled the $1/r^2$ of the potential. For the angular part, with $l'=l+1$,

$$\sum_m|\langle l{+}1,m|\cos\theta|l,m\rangle|^2=\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}=\frac{l+1}{3},$$

using $\sum m^2=l(l+1)(2l+1)/3$. In general the sum is $l_>/3$, with $l_>$ the larger of $l$ and $l'$. By rotational symmetry the three dipole components together give $M^2l_>/3$.

Integrating over $\hat{\mathbf k}'$ and averaging over $\hat{\mathbf k}$ leaves the numerical factor $(4\pi)^4/(4\pi^2\cdot4\pi)=16\pi$, so

$$\sigma=\frac{k'}{k}\,\frac{16\pi M^2}{3}\sum_{l,\,l'=l\pm1}l_>R_{ll'}^2 .$$

Evaluated numerically for incoming $l$ up to 80, with the radial integrals carried to 4000 bohr, this sum agrees with the logarithmic formula to better than 0.01%.

An incoming wave $l$ carries the flux through an area $\pi(2l+1)/k^2$. Dividing its contribution to $\sigma$ by this area gives its excitation probability. The largest value is 0.044, for $l=0$. The transition potential is weak, and first order in it is reasonable.

The free-wave assumption is less secure. Terms with an s or p wave on either side supply 50% of $\sigma$, and these are the waves that reach the molecule most easily. To size the effect, I took the terms with $l$ and $l'$ both at most 4 and replaced each free wave $kr\,j_l(kr)$, and likewise each outgoing wave with $k'$, by the solution $u$, scaled to unit amplitude at large $r$, of

$$u''=\left[\frac{l(l+1)}{r^2}-\frac{\alpha}{r^4}-k^2\right]u,\qquad u(a)=0,$$

outside a hard core of radius $a=1.3$ Å. The transition potential outside the core was kept the same.

- With $\alpha=0$, the s-wave phase shift is $-ka=-0.67$ rad, and $\sigma$ falls by 14%, to $4.9\times10^{-16}$ cm².
- With a rough CF4 polarizability of 3.8 Å³ ($\alpha=25.6$ bohr³), the attraction reduces the magnitude of the s-wave phase shift, which becomes $-0.33$ rad, and $\sigma$ falls by 8% from the Born value, to $5.2\times10^{-16}$ cm². This polarizability is a static value that includes the response of the nuclei; the asymmetric stretch alone contributes $2(M^2/3)/\Delta E\approx0.95$ Å³. An electron with energy well above $\Delta E$ sees mainly the electronic part, about 2.85 Å³. With that value the phase shift is $-0.43$ rad and $\sigma$ falls by about 9.5%, to $5.1\times10^{-16}$ cm².

So a small excitation probability does not by itself mean that the waves are free. These two figures are not bounds: both models exclude the electron from the core, and so omit exchange and any excitation that happens inside. They also depend on the core radius, set here to the C–F bond length although the fluorine atoms extend beyond their nuclei. With a core of 2 Å the same two models lower $\sigma$ by 23% and 21%. An error of some tens of percent is therefore possible, and a serious calculation would need the full short-range interaction.

**Use in a CF4 plasma**

The intensity, band centre, bond length and polarizability used here are rough values for real CF4. At a fixed band centre, $\sigma$ is proportional to the intensity, so a 10% error in one is a 10% error in the other. Moving the centre to 1280 cm⁻¹ at fixed intensity raises $\sigma$ by 2%. If a nearby overtone borrows intensity from the fundamental, the whole-band value describes excitation of both together.

At 300 K, 0.6% of the molecules have this mode excited, so nearly all start from its ground level. This no longer holds in a vibrationally hot gas: the fraction is about 7% at 500 K and 39% at 1000 K. The electrons in a discharge also have a spread of energies. At 2 eV the same formula gives about 38% less than at 1 eV, so a rate coefficient needs $\sigma(E)$ averaged over the electron energy distribution. At several eV, temporary capture of the electron can add vibrational excitation that this dipole formula does not contain.

The main values are in the numerical output below.

## Table of computed values

```
INPUTS (rough CF4 values)
band intensity A = 1200 km/mol
band centre w = 1300 cm^-1
electron energy E = 1.0 eV
gas temperature = 300 K
polarizability = 3.8 A^3 = 25.64 bohr^3
core radius = 1.3 A = 2.457 bohr
TRANSITION DIPOLE
S per molecule = 1.9926e-16 cm
M^2 = 4.0974e-60 C^2 m^2 = 0.05700 (e bohr)^2
M total = 2.0242e-30 C m = 0.6068 D
M total = 0.2387 e bohr
M of one component = 0.3504 D
BORN CROSS SECTION
energy loss = 0.1612 eV; final energy = 0.8388 eV
k = 0.27111, k' = 0.24830 bohr^-1
logarithm = 3.1256
sigma = 20.307 bohr^2 = 5.687 x 1e-16 cm^2
share scattered below 30 degrees = 57.2 %
TESTS
light formula, relative error = -1.1e-14
hot/cold band strength at 1500 K = 1.0000000
angular integral / formula = 1.00000000
partial-wave sum / formula = 1.000076
SIZE OF NEGLECTED EFFECTS
share of sigma involving s or p waves = 49.6 %
largest excitation probability = 0.0436 at l = 0
hard core: sigma = 4.881 x 1e-16 cm^2
hard core: change = -14.2 %
hard core: s, p phases = -0.666, -0.078 rad
core+polarization: sigma = 5.240 x 1e-16 cm^2
core+polarization: change = -7.9 %
core+polarization: s, p phases = -0.331, 0.118 rad
l=3 phase: solver 0.01904, weak law 0.01880 rad
band centre 1280 cm^-1: sigma change = +2.11 %
molecules with this mode excited = 0.59 %
```
